# Converging phonon sidebands from forces and embedded defect force constants, part 1

(Sections cited here and not found follow in the second part.)

A defect supercell of a few hundred atoms contains no phonon whose wavelength exceeds the cell. The computed sideband lacks its low-energy edge and the zero-phonon weight comes out too large. Copying the relaxed displacements into a larger cell, with zeros outside, does not repair this: in the model below it gives the lowest longitudinal phonon shell 0.7% of the weight it has in the large cell, and a total Huang-Rhys factor no better than that of the small cell. Copying the forces instead, with the defect force constants embedded as well, gives the total within 0.05% of the large-cell value. Four settings decide the outcome: the input (displacements or forces), the radius $r_c$ inside which defect data are kept, the size of the large cell, and the sum rules imposed after embedding.

## What the sideband depends on

Both electronic states are taken to have harmonic energy surfaces with the same force-constant matrix $\Phi$ (equal-mode model), the transition dipole does not depend on geometry, and the temperature is zero. The modes solve $D\eta_\nu=\omega_\nu^2\eta_\nu$ with $D=M^{-1/2}\Phi M^{-1/2}$, $M$ the diagonal mass matrix and $\eta_\nu$ orthonormal. The excited-state minimum lies at displacement $u$, with normal coordinates $q_\nu=\eta_\nu\cdot M^{1/2}u$.

For one mode with coordinate $Q$ and momentum $p$, the ground-state lowering operator is $a=\sqrt{\omega/2\hbar}\,Q+ip/\sqrt{2\hbar\omega}$. The excited-state one has $Q-q$ in place of $Q$, so $b=a-\sqrt S$ for $q>0$, with

$$S=\frac{\omega q^2}{2\hbar}.$$

The ground vacuum obeys $a|0\rangle=0$, hence $b|0\rangle=-\sqrt S|0\rangle$. Projecting on the excited level $\langle n'|$ gives $\sqrt{n+1}\,\langle (n+1)'|0\rangle=-\sqrt S\langle n'|0\rangle$, so $|\langle n'|0\rangle|^2\propto S^n/n!$, and normalization supplies the factor $e^{-S}$. Summing $e^{-S}S^ne^{-in\omega t}/n!$ over $n$ and multiplying over independent modes gives

$$G(t)=\exp\sum_\nu S_\nu\left(e^{-i\omega_\nu t}-1\right),\qquad A(E)=\frac{1}{2\pi\hbar}\int dt\,e^{iEt/\hbar}\,G(t)\,e^{-\sigma^2t^2/2\hbar^2}.$$

$E$ is the absorbed energy above the zero-phonon line, emission is the mirror image, photon-energy prefactors are left out, and $\sigma$ is a Gaussian broadening. The zero-phonon weight is $e^{-S}$ with $S=\sum_\nu S_\nu$. A Poisson variable has mean and variance $S_\nu$, so $A$ has mean $\sum S_\nu\hbar\omega_\nu$ and variance $\sum S_\nu(\hbar\omega_\nu)^2+\sigma^2$. The quantity to converge is the spectral density $S(E)=\sum_\nu S_\nu\,\delta(E-\hbar\omega_\nu)$.

## Setting 1: displacements or forces

Let $F$ be the excited-state force at the ground-state geometry. The excited surface is $E_e(x)=E_e(0)-F\cdot x+\tfrac12x\cdot\Phi x$, and its minimum satisfies $\Phi u=F$. Multiplying by $M^{-1/2}$ gives $D\,M^{1/2}u=M^{-1/2}F$. Projecting on $\eta_\nu$, with $D$ symmetric, gives

$$q_\nu=\frac{\eta_\nu\cdot M^{-1/2}F}{\omega_\nu^2},\qquad S_\nu=\frac{(\eta_\nu\cdot M^{-1/2}F)^2}{2\hbar\omega_\nu^3}.$$

Rigid translations cost no energy, so three modes have $\omega=0$; they are excluded, and $\Phi u=F$ is solvable if $\sum_iF_i=0$. The mean of the line is the relaxation energy, $\sum\tfrac12\omega_\nu^2q_\nu^2=\tfrac12u\cdot\Phi u=\tfrac12F\cdot u$.

In one cell and within this model the two inputs are equivalent; this was tested with random masses and random forces against a direct solution for $u$. Outside the model they differ. Expanding the excited-state force to second order in $u$ gives $(\Phi+\delta\Phi)u=F$, so $u=\Phi^{-1}F-\Phi^{-1}\delta\Phi\,\Phi^{-1}F+\dots$, where $\delta\Phi$ is the change of the Hessian at the ground-state geometry plus one half of the cubic anharmonicity contracted with $u$. Scaling the electronic energy by $\lambda$ scales $F$ and, to leading order, $\delta\Phi$ by $\lambda$, so the relative difference of $S$ is linear in $\lambda$ for small $\lambda$.

## The model

The numbers use round parameters and describe no material. The lattice is simple cubic with $a=3$ Å, mass $m=40$ u and central springs $K=2$ eV/Å² to first and second neighbours. A spring whose midpoint is at distance $r_m$ from the defect is multiplied by $1-0.4\,e^{-(r_m-a/2)/(a/2)}$. The ground orbital sits on the defect site with an energy independent of geometry. The excited orbital $\psi$ is the bound state of one tight-binding band with hopping $-t(d)$, $t(d)=t\,e^{-\beta(d-a)}$ for bond length $d$, $t=1$ eV, $\beta=1.5$ Å⁻¹, and a well $-U=-8$ eV on the defect. Cells hold $N=L^3$ sites and are periodic; in the $5^3$ and $7^3$ cells the softening term of each spring is summed over the defect and its neighbouring periodic images. All values are in the numerical output.

## Why the force is short ranged, and when it is not

By the Hellmann-Feynman theorem $F_i=-\langle\psi|\partial H/\partial R_i|\psi\rangle$. The level is $E_b=-U\psi_0^2-2\sum_{\rm bonds}t(d)\psi_i\psi_j$, and $dt/dd=-\beta t$, so each bond carries a tension $\tau_{ij}=2\beta t\psi_i\psi_j$. For site $n$ on the $x$ axis the two $x$ bonds pull in opposite directions and the transverse bonds do not change length to first order:

$$F_x(n)=-2\beta t\,\psi_n(\psi_{n-1}-\psi_{n+1}).$$

The force is bilinear in $\psi$ and inherits its decay. The bound state is $\psi_n=U\psi_0\int\frac{d^3k}{(2\pi)^3}e^{ik_xn}/(\epsilon_k-E_b)$, with $k$ in units of $1/a$ and $\epsilon_k=-2t\sum_\alpha\cos k_\alpha$. Write $\epsilon_k-E_b=2t(\cosh\kappa_s-\cos k_x)$ with $\cosh\kappa_s=-E_b/2t-\cos k_y-\cos k_z$ and $s=(k_y,k_z)$. The $k_x$ integral is $e^{-\kappa_sn}/(2t\sinh\kappa_s)$, the decaying solution of the one-dimensional chain equation with a unit source. For large $n$ the smallest $\kappa_s$ dominates, at $s=0$, where $\cosh\kappa a=-E_b/2t-2$. Near it $\kappa_s\approx\kappa a+s^2/(2\sinh\kappa a)$, and the Gaussian integral $\int\frac{d^2s}{(2\pi)^2}e^{-ns^2/2\sinh\kappa a}=\sinh\kappa a/(2\pi n)$ gives $\psi_n\to U\psi_0e^{-\kappa an}/(4\pi tn)$. Therefore

$$F_x\propto e^{-2\kappa r}/r^2\quad\text{on the axis}.$$

The rate is set by the distance of the level from the band edge at $-6t$, and $\kappa\to0$ as the level becomes shallow. Here $E_b=-8.78962$ eV, $\cosh\kappa a=4.39481-2=2.39481$ and $\kappa a=1.5197$. The decay of $n^2F_x$ between $n=9$ and 10 is 3.080 per site against $2\kappa a=3.039$, 1.3% above the asymptotic value and inside the 2% tolerance of the test.

The first moment of the force is the bare dipole $P_0=\sum_iF_{ix}x_i$. An $x$ bond pulls its left atom by $+\tau$ and its right atom by $-\tau$ and contributes $-\tau a$. By cubic symmetry the $x$ bonds carry one third of the hopping energy $E_b+U\psi_0^2=-2t\sum\psi_i\psi_j$, so $P_0=\beta a(E_b+U\psi_0^2)/3=4.5\,(-8.78962+8\times0.89015)/3=-2.5026$ eV, an inward pull.

The exponential law needs a condition that this lattice meets by construction: distant atoms do not respond to an electric field. In a polar crystal an ion with Born charge $Z^*$ feels $Z^*e\mathcal E$ from the change of charge $e\,c_i$ on the sites, screened macroscopically by $\epsilon_\infty$. Outside the charge, $1/|\mathbf r-\mathbf r_i|=\sum_lr_i^lP_l(\cos\theta_i)/r^{l+1}$, and minus the radial derivative gives on the axis

$$F=\frac{Z^*e^2}{4\pi\epsilon_0\epsilon_\infty}\sum_l\frac{(l+1)M_l}{r^{l+2}},\qquad M_l=\sum_ic_ir_i^lP_l(\cos\theta_i).$$

Capture into $\psi$ has $M_0=-1$ and a force falling as $r^{-2}$. A neutral transition that shifts charge by one site has $M_1\neq0$ and $r^{-3}$. For the neutral cubic transition of the model, inversion removes odd $l$, and $M_2=\tfrac12\sum c_i(3x_i^2-r_i^2)=0$ because the three axes are equivalent, which leaves $5M_4/r^6$ with $M_4=-0.0641\,a^4$. Explicit sums over $|\psi|^2$ tested the three laws. For an illustrative $Z^*=2$, $\epsilon_\infty=5$ at $r=20a$ the forces are $-1.6\times10^{-3}$, $1.7\times10^{-4}$ and $-3.2\times10^{-9}$ eV/Å. A change of charge state in a polar host thus gives a force with the same power of $r$ as the displacement found next. Truncation at $r_c$ is then not justified by anything shown here, and that case is not carried through in this model.

## Why the displacement is long ranged

Split $\Phi=\Phi_0+\Delta\Phi$ into bulk and defect parts. Then $\Phi u=F$ becomes

$$\Phi_0u=\tilde F,\qquad\tilde F=F-\Delta\Phi\,u .$$

The Kanzaki force $\tilde F$ is short ranged when $F$ and $\Delta\Phi$ are. In wave-vector space $\Phi_0(\mathbf k)=\sum_{\mathbf n}2K(1-\cos\mathbf k\cdot\mathbf na)\,\hat n\hat n$ over the nine bond directions. With $2(1-\cos y)\approx y^2$, the direction $(100)$ gives $Ka^2k_x^2$ to the $xx$ element, the pair $(1,\pm1,0)$ gives $\tfrac12Ka^2[(k_x+k_y)^2+(k_x-k_y)^2]=Ka^2(k_x^2+k_y^2)$, and $(1,0,\pm1)$ gives $Ka^2(k_x^2+k_z^2)$; the sum is $Ka^2(k^2+2k_x^2)$. The $xy$ element is $\tfrac12Ka^2[(k_x+k_y)^2-(k_x-k_y)^2]=2Ka^2k_xk_y$. Hence $\Phi_{0,\alpha\beta}\approx Ka^2(k^2\delta_{\alpha\beta}+2k_\alpha k_\beta)$, isotropic, with $mc_L^2=3Ka^2=54$ eV, $mc_T^2=Ka^2$ and $C_{11}=mc_L^2/a^3=2$ eV/Å³. The longitudinal scale is $\hbar c_L/a=25.04$ meV.

Expanding $e^{-i\mathbf k\cdot\mathbf r}$ with $\sum\tilde F=0$, and $\sum\tilde F_\alpha r_\beta=P\delta_{\alpha\beta}$ by cubic symmetry, gives $\tilde F(\mathbf k)\approx-iP\mathbf k$. This is longitudinal, so $u(\mathbf k)=-iP\mathbf k/(mc_L^2k^2)$. Since $-i\mathbf k\,e^{i\mathbf k\cdot\mathbf r}=-\nabla e^{i\mathbf k\cdot\mathbf r}$ and $\int\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf r}/k^2=1/4\pi r$,

$$u(\mathbf r)=-\frac{Pa^3}{mc_L^2}\nabla\frac{1}{4\pi r}=\frac{P\,\hat r}{4\pi C_{11}r^2}.$$

The two decays have one origin: the inverse of an operator at an energy in a gap decays exponentially, as $(\epsilon_k-E_b)^{-1}$ did, while $\Phi_0(\mathbf k)$ vanishes at $k=0$ and its inverse is singular there. In a periodic cell of volume $V$ the $k=0$ term is absent, so $1/4\pi r$ is replaced by $\phi$ with $\nabla^2\phi=-\delta+1/V$, that is $\phi=1/4\pi r+r^2/6V$ plus a constant and cubic harmonics, and $u$ acquires the factor $1-4\pi r^3/3V$.

The Kanzaki dipole is $P=-3.0397$ eV. At $r=12a=36$ Å in a $64^3$ lattice the formula gives $-3.0397/(4\pi\times2\times1296)=-9.332\times10^{-5}$ Å, times $1-4\pi\,12^3/(3\times64^3)=0.9724$, or $-9.075\times10^{-5}$ Å. The lattice value, $-9.307\times10^{-5}$ Å, is 2.6% larger in magnitude, and, after dividing out the periodic factor, the decay exponent between $8a$ and $16a$ is 2.08. From $r=a$ to $4a$ the force drops by a factor $0.345/3.29\times10^{-6}\approx10^5$ and the displacement by $0.0297/0.00103\approx29$.

In the non-polar model the defect force decays exponentially, while the displacement it causes falls only as $r^{-2}$. What remains is how the large-cell size, the sum rules and $r_c$ affect the sideband, why padded displacements fail, and how well embedded forces reproduce the large-cell result.
